# Constant Polaron Level from Piecewise Linear Energy at Frozen Lattice

## One orbital of fixed shape

Consider an extra electron trapped on one metal site of an oxide, with the ions held still. Let its orbital $\phi_p$ keep its shape while its occupation $f$ goes from 0 to 1. The charge $f|\phi_p|^2$ has Hartree energy $\tfrac12Jf^2$, where $J>0$ is the repulsion of the full orbital charge with itself. A fraction $\alpha$ of exact exchange removes $\tfrac12\alpha Jf^2$. Let the other electrons respond through one coordinate $u$, with energy $-fu+u^2/(2P)$ and $P>0$. Setting the derivative with respect to $u$ to zero gives $u=Pf$, so this part becomes $-Pf^2+\tfrac12Pf^2=-\tfrac12Pf^2$. Altogether

$$E(f)=E(0)+\varepsilon_0f+\tfrac12Kf^2,\qquad K=(1-\alpha)J-P .$$

The orbital level is the energy per added charge in the field already present. The Hartree potential contributes $Jf$, exchange $-\alpha Jf$ and the response $-u=-Pf$:

$$\varepsilon_p(f)=\varepsilon_0+Kf=\frac{dE}{df}.$$

If $E$ is a straight line, $K=0$ and the level cannot move. If $K\neq0$, the energy departs from its chord by

$$D(f)=E(f)-(1-f)E(0)-fE(1)=-\tfrac12Kf(1-f),$$

which is $-K/8$ at half filling. A rising level thus belongs to a curve below its chord, and a falling level to a curve above it. The two derivations below remove the restriction to a fixed orbital and a quadratic energy.

## Statement and conditions

Let $E(N+f)$ be the energy at fixed ion positions, with $N$ full orbitals and one polaron orbital of occupation $f$. Write $\Delta=E(N+1)-E(N)$. The claim is

$$E(N+f)=E(N)+f\Delta\ \text{ for }0\le f\le1\quad\Longrightarrow\quad \varepsilon_p(f)=\Delta\ \text{ for }0<f<1 .$$

The polaron orbital is taken to be the highest occupied one throughout. The generalized Kohn-Sham (gKS) Hamiltonian $H$ must be the complete derivative of the energy functional with respect to the one-particle density matrix $\gamma$:

$$\delta E=\mathrm{Tr}(H\,\delta\gamma)\quad\text{to first order, also when }\mathrm{Tr}\,\delta\gamma\neq0 .$$

The straight line is a property of the exact energy. At zero temperature a system with a fractional mean electron number is a mixture of integer states with weights $p_M\ge0$, where $\sum_Mp_M=1$ and $\sum_MMp_M=N+f$. Assume that the integer energies $E_M$ are convex in $M$. Then no $E_M$ lies below the line $\ell(M)=E_N+(M-N)\Delta$ through the points $N$ and $N+1$, and

$$\sum_Mp_ME_M\ \ge\ \sum_Mp_M\,\ell(M)=\ell(N+f)=(1-f)E_N+fE_{N+1}.$$

The choice $p_N=1-f$, $p_{N+1}=f$ reaches this bound, so it is the minimum. An approximate functional need not reproduce the line. The claim says what its level must do if it does.

## First derivation: differentiate along the solution

Write the density matrix as

$$\gamma=\sum_in_i|\phi_i\rangle\langle\phi_i|,\qquad n_i=1\ (i\le N),\quad n_p=f .$$

At fixed occupations, an allowed variation rotates the orbitals: $\delta\gamma=[X,\gamma]$ with $X$ anti-Hermitian. Stationarity and the cyclic property of the trace give

$$0=\mathrm{Tr}(H[X,\gamma])=\mathrm{Tr}(X[\gamma,H])\quad\text{for every }X,$$

so $[\gamma,H]=0$. For $0<f<1$ the eigenvalue $f$ of $\gamma$ belongs to $\phi_p$ alone, hence $H\phi_p=\varepsilon_p\phi_p$. The full orbitals can be chosen among themselves so that $H\phi_i=\varepsilon_i\phi_i$.

Now let $f$ change, and assume that the solution is differentiable. A prime denotes $d/df$. Both the occupation and the orbitals change:

$$\gamma'=|\phi_p\rangle\langle\phi_p|+\sum_in_i\big(|\phi_i'\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_i'|\big).$$

The ions are fixed, so the functional depends on $f$ through $\gamma$ alone, and $dE/df=\mathrm{Tr}(H\gamma')$. Letting $H$ act on the undifferentiated orbital in each term,

$$\frac{dE}{df}=\varepsilon_p+\sum_in_i\varepsilon_i\big(\langle\phi_i|\phi_i'\rangle+\langle\phi_i'|\phi_i\rangle\big)=\varepsilon_p+\sum_in_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle=\varepsilon_p .$$

The sum vanishes because each norm stays equal to one. This is Janak's theorem. It does not say that the orbitals stay frozen; it says that their relaxation has no first-order effect on the energy. If $E$ is linear, $dE/df=\Delta$, and therefore $\varepsilon_p(f)=\Delta$.

The identity holds for a curved energy too. It gives $D'(f)=\varepsilon_p(f)-\Delta$ and, after integration,

$$\int_0^1\varepsilon_p(f)\,df=\Delta .$$

A constant level therefore implies a linear energy, which is the converse. Equal levels at the two ends are necessary for linearity but not sufficient, since the level may bend between them.

## Second derivation: compare with a trial state

This route uses no derivative of an orbital. Let $\gamma_f$ be a minimizing density matrix at occupation $f$, with $0<f<1$. Put a little more or less charge into the same orbital:

$$\gamma_{\rm trial}=\gamma_f+\delta\,|\phi_p\rangle\langle\phi_p| .$$

For small $\delta$ of either sign its occupations are $N$ ones and the number $f+\delta$, which lies between 0 and 1. It is an admissible trial state for the electron number $N+f+\delta$, so the minimum there cannot lie above its energy. Assume that the second-order remainder along this direction is at most $C\delta^2$. Since $\mathrm{Tr}(H|\phi_p\rangle\langle\phi_p|)=\varepsilon_p$,

$$E(N+f+\delta)\le E(N+f)+\delta\,\varepsilon_p(f)+C\delta^2 .$$

Linearity turns the difference of the two energies into $\delta\Delta$:

$$\delta\Delta\le\delta\,\varepsilon_p(f)+C\delta^2 .$$

Divide by $\delta$. For $\delta>0$ this gives $\Delta\le\varepsilon_p+C\delta$. For $\delta<0$ the inequality turns round and gives $\Delta\ge\varepsilon_p-C|\delta|$. Letting $\delta\to0$ from both sides leaves $\varepsilon_p(f)=\Delta$.

At $f=0$ charge can only be added, so the argument yields just $\Delta\le\varepsilon_p(0)$. At $f=1$ it can only be removed, which yields $\Delta\ge\varepsilon_p(1)$. The equality at the ends is thus a limit from inside the interval and needs a level that is continuous there.

## What each derivation assumes

The first derivation needs a stationary solution that changes smoothly with $f$. It need not be the lowest one. In return it gives $dE/df=\varepsilon_p$ for any functional, and with it the converse and a measure of the error.

The second needs minima and a bounded remainder, but no smooth branch. If two different density matrices have the same minimal energy at some $f$, the argument applies to each, and both levels must equal $\Delta$. Linearity enters this proof only by supplying the slope $\Delta$. For a curved energy, dividing the first inequality by $\delta$ of either sign and letting $\delta\to0$ gives $\varepsilon_p=dE/df$ wherever the minimum energy has a derivative. At a kink it only places $\varepsilon_p$ between the slopes on the two sides.

Both fail if $H$ is not the complete derivative. Suppose the exchange fraction depends on the electron number, $\alpha=\alpha(\mathrm{Tr}\,\gamma)$, and let $H_\alpha$ be the Hamiltonian obtained at fixed $\alpha$. Then

$$\delta E=\mathrm{Tr}(H_\alpha\,\delta\gamma)+\frac{\partial E}{\partial\alpha}\,\alpha'\,\mathrm{Tr}\,\delta\gamma
\quad\Longrightarrow\quad H=H_\alpha+\frac{\partial E}{\partial\alpha}\,\alpha' .$$

The extra term is a uniform potential. It changes no orbital, but it shifts every level, and it must be kept.

## A polaron on a ring

The model is a ring of five metal-oxygen cells with electrons of one spin. The metal level lies 7 eV above the oxygen level. The hopping is 1.5 eV, with opposite signs from an oxygen to its two metal neighbours, as for a $p$ orbital. Sites $r$ steps apart repel with $v=U\,2^{-r}$ and $U=4$ eV. This repulsion acts between the deviations $\delta n_i$ from the ionic occupations, one on oxygen and zero on metal. With $N=5$ the ring is neutral. A distortion lowers one metal level by $d$ and costs $d^2/(2\kappa)+\bar n d$, where $\kappa=3$ eV and $\bar n=0.106$ is the neutral occupation of that site.

Exact diagonalization with six electrons gives $d=2.51$ eV. This agrees with the force balance $d=\kappa(n-\bar n)=3\,(0.942-0.106)$ eV. At this frozen distortion the energies for 5, 6 and 7 electrons are $-4.1027$, $1.2153$ and $8.7086$ eV, so

$$\Delta=1.2153-(-4.1027)=5.318\ \text{eV}=0.1954\ \text{hartree}.$$

The next difference, $8.7086-1.2153=7.493$ eV, is larger, as convexity requires. A minimization over mixtures of all electron numbers, tested at three fillings, fell on the chord. The constancy holds within one interval: in the exact case the level must jump by $7.493-5.318=2.175$ eV when the number passes six.

The hybrid functional for the same ring is

$$E_\alpha=\mathrm{Tr}(h\gamma)+\tfrac12\sum_{i\ne j}v_{ij}\big(\delta n_i\delta n_j-\alpha|\gamma_{ij}|^2\big)+\tfrac{1-\alpha}{2}U\sum_i(n_i^2-n_i).$$

The quadratic part of the last term plays the role of the on-site self-repulsion left by a local functional. The linear part makes the whole term vanish when each site holds zero or one electron. In between the term is negative, so it favours charge spread over several sites. With the orbitals fixed and $\rho_i=|\phi_p(i)|^2$, the terms in $f^2$ add up to $\tfrac12(1-\alpha)Jf^2$, where $J=\sum_{ij}v_{ij}\rho_i\rho_j$ and $v_{ii}=U$. This is the form of the opening example.

At $\alpha=1$ the $f^2$ terms cancel, so each fixed set of orbitals gives a straight line in $f$. The self-consistent minimum is the lower envelope of such lines. At an intermediate filling, the minimizing set's line is at least as high at both ends as the envelope, so the envelope lies on or above its chord. Orbital relaxation therefore makes the full-exchange energy concave.

Self-consistent solutions at the frozen distortion give, in eV:

| $\alpha$ | $\varepsilon_p(0)$ | $\varepsilon_p(\tfrac12)$ | $\varepsilon_p(1)$ | $D(\tfrac12)$ |
|---|---|---|---|---|
| 0.5 | 4.719 | 5.291 | 5.794 | −0.1349 |
| 0.9787 | 5.3188 | 5.3207 | 5.3188 | −0.00002 |
| 1 | 5.348 | 5.320 | 5.289 | 0.0074 |

Janak's theorem was tested for all three functionals by finite differences of the total energy and by the integral of the level.

The opening formula links the change of the level to the deviation from the chord. For $\alpha=0.5$ the level rises by $K=5.7935-4.7191=1.074$ eV, and $-K/8=-0.134$ eV. For $\alpha=1$, $K=5.2885-5.3475=-0.059$ eV, and $-K/8=0.0074$ eV. At $\alpha=1$ the repulsion drops out of $K=(1-\alpha)J-P$, which leaves $P=0.059$ eV. The half-filled orbital at $\alpha=1$ has $J=\sum_{ij}v_{ij}\rho_i\rho_j=2.77$ eV. The predicted balance is $\alpha=1-P/J=0.979$, in agreement with the computed value. These two constants serve only near $\alpha=1$. At $\alpha=0.5$ the orbital is more spread out, with $J=2.39$ eV, and the remainder $0.5J-K$ grows to 0.12 eV. This remainder is no longer the response of the other electrons alone. With the half-filled polaron orbital held fixed they contribute only 0.04 eV; the rest appears when that orbital, too, may change its shape. The balance lies near one because relaxation is weak in this ring. The repulsion $v$ is an effective one, and this fraction is no recommendation for a real oxide.

At the balanced fraction the end levels agree, yet the level still varies by about 0.002 eV. The midpoint deviation hardly shows this. If the level is symmetric about $f=\tfrac12$, its integral over the first half is half of the whole, $\Delta/2$, and $D(\tfrac12)=0$ even though the energy is not linear.

An exactly straight energy can be built by starting from $\alpha=0.5$ at both ends and varying $\alpha$ with the electron number so that the energy follows the chord. Its slope is 5.279 eV. At $f=0.2$, 0.5 and 0.8 the eigenvalues of $H_\alpha$ are 4.997, 5.304 and 5.587 eV, a drift of 0.59 eV although the energy is linear. The uniform term contributes 0.282, −0.025 and −0.308 eV, and each sum is 5.279 eV. This was tested to $10^{-5}$ eV.

The constant level is not thereby the correct one. It lies 0.039 eV below the exact 5.318 eV, because linearity fixes the shape of the curve between the integers and not the integer energies themselves.

## When the level should move, and when its constancy proves little

Now let the lattice relax at each $f$, with one distortion $d$ shared by both members of the mixture, as in a calculation with a single set of ion positions. The exact electronic energy plus the elastic cost becomes

$$F(f)=\min_d\Big[(1-f)E_N(d)+fE_{N+1}(d)+\frac{d^2}{2\kappa}+\bar n d\Big].$$

For each $d$ the bracket is linear in $f$, so $F$ is again a lower envelope of lines and is concave. At the minimum the derivative with respect to $d$ vanishes, which leaves $F'(f)=E_{N+1}(d_f)-E_N(d_f)$. In the ring this slope falls from 6.78 eV at $f=0$ to 6.37 eV at $f=\tfrac12$ and 5.32 eV at $f=1$, and $F(\tfrac12)$ lies 0.21 eV above its chord. For a shared distortion a moving level is thus the correct behaviour, and a functional forced to hold it constant would be wrong. If each member of the mixture had its own relaxed lattice, the energy would be the chord itself, but a single set of ion positions cannot describe that. The ions must therefore stay frozen when the condition is applied.

The energies must also be those of an isolated polaron. If a periodic cell of charge $q_0-f$ adds an image energy $\tfrac12C(q_0-f)^2$, it adds $-C(q_0-f)$ to the slope. The level then changes by $C$ between $f=0$ and $f=1$ even when the isolated energy is linear.

For a carrier spread over a ring of $L$ undistorted cells, the condition loses its force. The lowest conduction state has equal amplitude on all metals; the two hopping signs cancel on each oxygen, so $\rho=1/L$ on every metal site. At fixed orbitals the level changes by

$$(1-\alpha)J=\frac{1-\alpha}{L}\sum_{j\,\in\,\text{metals}}v_{0j}.$$

For $L=5$ the other metals lie at distances 2, 2, 4 and 4, so the sum is $4+2(1)+2(0.25)=6.5$ eV. With $\alpha=0.5$ the change is $0.5\times6.5/5=0.65$ eV, and the self-consistent value is 0.648 eV. For 10 and 20 cells the computed changes are 0.332 and 0.166 eV, close to the expected $1/L$. Only the change of the level is diluted over the ring; the error of the level itself is not. At $\alpha=0.5$ the difference $E(N+1)-E(N)$ lies 0.48, 0.53 and 0.57 eV below the exact value for 5, 6 and 7 cells. A nearly constant level is thus evidence about the functional when the carrier is localized, and little evidence when it is spread out.

For a hole polaron the same argument runs on the interval from $N-1$ to $N$: the level of the partly emptied orbital must stay at $E(N)-E(N-1)$. The numerical output lists most of the values used here to more digits.

## Numbers as computed

```
metal-oxygen level offset = 7.0 eV
hopping = 1.5 eV
on-site repulsion U (halves per site) = 4.0 eV
lattice coupling constant STIFF = 3.0 eV
cells = 5, electrons N = 5
-- exact diagonalization
fundamental gap, undistorted ring = 6.5570 eV
neutral occupation of polaron site = 0.1057
polaron distortion depth = 2.5088 eV
site occupation at this depth, N = 0.2216
site occupation at this depth, N+1 = 0.9419
self-trapping energy = 0.5352 eV
frozen-lattice energy, 4 electrons = -4.3847 eV
frozen-lattice energy, 5 electrons = -4.1027 eV
frozen-lattice energy, 6 electrons = 1.2153 eV
frozen-lattice energy, 7 electrons = 8.7086 eV
frozen slope E(N+1)-E(N) = 5.3180 eV = 0.19543 hartree
largest ensemble-minus-chord error = 1.1e-15 eV
-- lattice relaxed at each f
distortion depth at f=0.5 = 1.0064 eV
slope at f=0, 0.5, 1 = 6.7785, 6.3654, 5.3180 eV
relaxed energy minus chord at f=0.5 = 0.2136 eV
-- hybrid functional, frozen lattice
alpha* with equal endpoint levels = 0.9787
alpha=0.5000: level at f=0,.25,.5,.75,1 = 4.7191, 5.0114, 5.2905, 5.5521, 5.7935 eV
  E(N+1)-E(N) = 5.2790 eV
  energy minus chord at f=0.5 = -0.13487 eV
  orbital weight on polaron site, f=0.5 = 0.6377
alpha=0.9787: level at f=0,.25,.5,.75,1 = 5.3188, 5.3202, 5.3207, 5.3203, 5.3188 eV
  E(N+1)-E(N) = 5.3201 eV
  energy minus chord at f=0.5 = -0.00002 eV
  orbital weight on polaron site, f=0.5 = 0.7120
alpha=1.0000: level at f=0,.25,.5,.75,1 = 5.3475, 5.3341, 5.3198, 5.3047, 5.2885 eV
  E(N+1)-E(N) = 5.3192 eV
  energy minus chord at f=0.5 = 0.00736 eV
  orbital weight on polaron site, f=0.5 = 0.7146
largest Janak finite-difference error = 5.5e-08 eV
largest level-integral error = 2.2e-12 eV
-- exactly linear functional, alpha varies with number
slope of the line = 5.2790 eV
f=0.2: alpha=0.5577, level without uniform term=4.9969 eV
  uniform term=0.2821 eV, full level=5.2790 eV
f=0.5: alpha=0.5812, level without uniform term=5.3036 eV
  uniform term=-0.0246 eV, full level=5.2790 eV
f=0.8: alpha=0.5511, level without uniform term=5.5868 eV
  uniform term=-0.3078 eV, full level=5.2790 eV
largest full-level error = 5.1e-07 eV
-- delocalized carrier, alpha=0.5, undistorted rings
5 cells: level change from f=0 to 1 = 0.6484 eV
10 cells: level change from f=0 to 1 = 0.3318 eV
20 cells: level change from f=0 to 1 = 0.1661 eV
```
